# Impurity-Limited Conductivity of a Weyl Semimetal: Short-Range and Charged Disorder

## 1. What a constant relaxation time gets wrong

Near a Weyl node the density of states grows as the square of the energy $E$, and the speed $v$ is constant. If the relaxation time $\tau$ is taken as constant too, the conductivity of carriers at energy $E$ is proportional to $E^2$. It then vanishes at the node for any disorder, grows as $n^{2/3}$ with carrier density $n$, and grows as $T^2$ in a neutral crystal.

These power laws change once $\tau$ is calculated for short-range or for screened charged impurities; the node itself lies outside the theory used here. The density of states that supplies carriers also supplies the final states for scattering, and for charged impurities the carriers also set the screening. In Born approximation, short-range disorder gives $\tau\propto E^{-2}$ and a conductivity independent of energy. Charges at fixed concentration, with Thomas-Fermi screening and a constant coupling, give $n^{4/3}$ and, at neutrality, an impurity-limited $T^4$.

## 2. Model and states

There are $g$ identical, isotropic, untilted nodes with

$$H=\chi\hbar v\,\boldsymbol\sigma\cdot\mathbf k,\qquad \chi=\pm1 .$$

Energies are measured from the node, and $k=|E|/\hbar v$. The disorder is static and scalar, with uncorrelated impurity positions and concentration $n_i$. Scattering stays within a node until Section 5 relaxes this.

One node has $k^3/6\pi^2$ states per volume inside a sphere of radius $k$. Differentiating with respect to energy gives

$$\rho_1(E)=\frac{k^2}{2\pi^2}\frac{dk}{d|E|}=\frac{E^2}{2\pi^2\hbar^3v^3}. \tag{1}$$

For $\chi=+1$ and $E>0$, the spin points along $\hat{\mathbf k}$, so the velocity is $v\langle\boldsymbol\sigma\rangle=v\hat{\mathbf k}$. The projector on this state is $P=(1+\boldsymbol\sigma\cdot\hat{\mathbf k})/2$. With $\theta$ the angle between $\mathbf k$ and $\mathbf k'$, the squared spinor overlap is

$$F=\mathrm{Tr}\,PP'=\tfrac14(2+2\,\hat{\mathbf k}\cdot\hat{\mathbf k}')=\frac{1+\cos\theta}{2}. \tag{2}$$

Terms with a single Pauli matrix have zero trace. The overlap vanishes at $\theta=\pi$, so a scalar potential cannot scatter a carrier straight back within its node. The same $F$ holds in the other band and for the other chirality, because both spins are then reversed.

## 3. From random impurities to a relaxation time

Let one impurity have the Fourier transform $\tilde u(q)$, with $\mathbf q=\mathbf k'-\mathbf k$. In a volume $\mathcal V$ with $N$ impurities, the matrix element contains $S=\sum_j s_je^{-i\mathbf q\cdot\mathbf R_j}$, where $s_j=\pm1$ allows for impurities of either sign. For $\mathbf q\neq0$ the cross terms in $|S|^2$ average to zero over random positions, which leaves $\langle|S|^2\rangle=N$. Hence

$$\langle|V_{\mathbf k'\mathbf k}|^2\rangle=\frac{n_i}{\mathcal V}|\tilde u(q)|^2F .$$

The golden rule gives the elastic rate

$$w_{\mathbf k\mathbf k'}=\frac{2\pi}{\hbar}\frac{n_i}{\mathcal V}|\tilde u(q)|^2F\,\delta(E-E').$$

Electrons have charge $-e$ and feel a weak uniform field $\boldsymbol{\mathcal E}$. Write the occupation as $f_0+\delta f$. The Pauli factors cancel in elastic scattering, since $f(1-f')-f'(1-f)=f-f'$. The steady Boltzmann equation is therefore

$$-e\,\boldsymbol{\mathcal E}\cdot\mathbf v\,f_0'(E)=-\sum_{\mathbf k'}w_{\mathbf k\mathbf k'}(\delta f_{\mathbf k}-\delta f_{\mathbf k'}).$$

Try $\delta f=e\tau(E)\,\boldsymbol{\mathcal E}\cdot\mathbf v\,f_0'(E)$. The equation is satisfied if

$$\tau\sum_{\mathbf k'}w_{\mathbf k\mathbf k'}(\mathbf v-\mathbf v')=\mathbf v .$$

The rate depends on the directions through $\theta$ alone, so the part of $\mathbf v'$ perpendicular to $\mathbf v$ averages out, and $\mathbf v'$ may be replaced by $\mathbf v\cos\theta$. This proves the trial form and fixes $\tau$. Writing $c=\cos\theta$ and using $\rho_1$ for the sum over final states,

$$\frac1\tau=\frac{2\pi}{\hbar}n_i\rho_1\,\frac12\int_{-1}^{1}dc\,|\tilde u(q)|^2\,\frac{1+c}{2}(1-c). \tag{3}$$

The current density is $\mathbf j=-eg\int\frac{d^3k}{(2\pi)^3}\mathbf v\,\delta f$, summed over both bands. The average of $v_z^2$ over directions is $v^2/3$, so

$$\sigma=\int_{-\infty}^{\infty}dE\,(-f_0')\,\sigma(E),\qquad \sigma(E)=\frac{g e^2v^2}{3}\rho_1(E)\tau(E). \tag{4}$$

Both minus signs, from the charge and from $f_0'$, have been used, and $\sigma$ is positive. Electrons and holes add.

This description treats a carrier as a wave packet in one band. It requires $|E|\tau/\hbar\gg1$ at the energies that carry the current.

## 4. Short-range disorder

Let the potential range be short compared with $1/k$, yet long compared with the inverse separation of the nodes. Then $\tilde u=u_0$ is constant within a node, while scattering between nodes is weak. Define $W=n_iu_0^2$. The angular average in (3) is

$$\frac14\int_{-1}^{1}(1-c^2)\,dc=\frac14\cdot\frac43=\frac13 .$$

Therefore

$$\frac1\tau=\frac{2\pi W}{3\hbar}\rho_1=\frac{WE^2}{3\pi\hbar^4v^3}. \tag{5}$$

This is the law $\tau\propto E^{-2}$: fewer final states are available near the node. Insert (5) in (4):

$$\sigma(E)=\frac{g e^2v^2}{3}\rho_1\,\frac{3\hbar}{2\pi W\rho_1}=\frac{g e^2\hbar v^2}{2\pi W}. \tag{6}$$

The density of states cancels. Since $\int(-f_0')\,dE=1$, the thermal average leaves the value unchanged, so $\sigma$ depends on neither chemical potential nor temperature within this theory.

The quantum lifetime $\tau_q$ counts all scattering events. Dropping the factor $1-c$ from (3) changes the average to $\frac14\int(1+c)\,dc=\frac12$, hence $1/\tau_q=\pi W\rho_1/\hbar$ and

$$\frac{\tau}{\tau_q}=\frac32 .$$

For isotropic scattering without the spinor factor the ratio would be 1. The suppression of large angles makes the current outlive the state.

## 5. Where the short-range result holds

From (5),

$$\frac{|E|\tau}{\hbar}=\frac{3\pi(\hbar v)^3}{W|E|}. \tag{7}$$

Within Born theory the wave-packet condition improves towards the node. It weakens as $|E|$ grows, but (7) applies only for $k$ below the cutoff $\Lambda$ introduced next. There $|E|\tau/\hbar=3\pi(\hbar v)^2/Wk>3\pi(\hbar v)^2/W\Lambda$, which is large whenever the second condition in (8) holds.

The Born approximation itself needs a weak potential. Repeated scattering is governed by the local Green function. For constant $\tilde u$ its part proportional to $\boldsymbol\sigma\cdot\mathbf k$ is odd and integrates to zero. The fall-off of a real $\tilde u$ at large momentum leaves, at second order in $u_0$, a term of the same order as the one kept below, which changes numerical factors. At third order it leaves a term that does not vanish at the node; this is taken up after (8). With a momentum cutoff $\Lambda$, set by the impurity range, the real part is

$$\mathrm{Re}\,G=\mathrm P\!\int_0^\Lambda\frac{k'^2dk'}{2\pi^2}\frac{E}{E^2-\hbar^2v^2k'^2}\simeq-\frac{E\Lambda}{2\pi^2\hbar^2v^2}.$$

To see this, write $k'^2/(E^2-\hbar^2v^2k'^2)$ as $-1/(\hbar v)^2$ plus a remainder. The principal-value integral of the remainder is smaller by a factor of order $(k/\Lambda)^2$. Two necessary conditions follow:

$$\frac{u_0|E|\Lambda}{2\pi^2\hbar^2v^2}\ll1,\qquad \frac{W\Lambda}{2\pi^2\hbar^2v^2}\ll1. \tag{8}$$

They are not sufficient. For an impurity of height $U_0$ and range $a\sim1/\Lambda$, two $\boldsymbol\sigma\cdot\mathbf k$ parts of the Green function pair up at third order and give a relative correction of order $\lambda^2$, with $\lambda=U_0a/\hbar v$, that is independent of energy. For a spherical well of radius $a$ the exact amplitude at $E\to0$ is the Born amplitude times $3(1-\lambda\cot\lambda)/\lambda^2\simeq1+\lambda^2/15$, which diverges at $|\lambda|=\pi$ however small the parameters in (8) are. A third condition is therefore that $\lambda$ be small. Away from such resonances the low-energy law $\tau\propto E^{-2}$ survives, with $u_0$ replaced by the exact amplitude. The first condition in (8) makes the second-order term for scattering from the same impurity small. The second makes the self-energy shift $W\,\mathrm{Re}\,G$ small compared with $E$. Rare impurity clusters that produce states near the node are not described by this average, so (6) is no statement about the conductivity at the node itself.

Scattering between nodes changes the prefactor. Take two nodes of opposite chirality with the same spin basis, coupled by a scalar potential of equal strength $W$. At positive energy the spin in the second node is opposite to its velocity, so the overlap is $(1-c)/2$. The extra angular average is

$$\frac14\int_{-1}^{1}(1-c)^2dc=\frac14\cdot\frac83=\frac23 .$$

The total is $\frac13+\frac23=1$. Both $\tau$ and $\sigma$ fall by a factor of 3, while the energy laws remain. Other orbital structures at the nodes would give other factors.

## 6. Charged impurities and their screening

Now let the impurities carry charge $\pm Ze$ in a medium of dielectric constant $\kappa$, and define

$$\alpha=\frac{e^2}{4\pi\varepsilon_0\kappa\hbar v}.$$

A slowly varying potential energy $U$ changes the carrier density by $-(\partial n/\partial\mu)U$, where $n$ is electrons minus holes. For an impurity of sign $s$, Poisson's equation for $U$ becomes

$$\nabla^2U=\frac{e^2}{\varepsilon_0\kappa}\left[sZ\delta(\mathbf r)+\frac{\partial n}{\partial\mu}U\right].$$

Since $e^2/\varepsilon_0\kappa=4\pi\alpha\hbar v$, its Fourier transform gives

$$\tilde u(q)=-\frac{4\pi sZ\alpha\hbar v}{q^2+q_s^2},\qquad q_s^2=4\pi\alpha\hbar v\,\frac{\partial n}{\partial\mu}. \tag{9}$$

The sign $s$ drops out of the Born rate. This Thomas-Fermi form uses the long-wavelength response for all $q\le2k$. It neglects the $q$ dependence of the polarization and the logarithmic change of $\alpha$ with energy scale. The latter would add weak logarithmic corrections to the power laws below. Scattering between nodes is left out as well, which requires their separation in momentum space to be much larger than $k$, where $\tilde u$ is small.

The derivative is $g\int\rho_1(-f_0')\,dE$. Put $E=\mu+k_BTx$. The term linear in $x$ vanishes by symmetry, and the mean of $x^2$ with weight $1/[4\cosh^2(x/2)]$ is $\pi^2/3$. Thus

$$q_s^2=\frac{2g\alpha}{\pi}\,\frac{\mu^2+\pi^2(k_BT)^2/3}{(\hbar v)^2}. \tag{10}$$

## 7. The Coulomb relaxation time

On the energy shell $q^2=2k^2(1-c)$. With $b=q_s^2/2k^2$, equation (3) becomes

$$\frac1\tau=\frac{2\pi n_i}{\hbar}\,\frac{k^2}{2\pi^2\hbar v}\,\frac14\int_{-1}^{1}dc\,(1-c^2)\frac{16\pi^2Z^2\alpha^2\hbar^2v^2}{4k^4(1-c+b)^2}.$$

The numerical factors $\frac14\cdot\frac{16}{4}$ give 1, so

$$\frac1\tau=\frac{\pi n_iZ^2\alpha^2v}{k^2}J(b),\qquad J(b)=\int_{-1}^{1}\frac{1-c^2}{(1-c+b)^2}dc. \tag{11}$$

To evaluate $J$, set $y=1-c$ and $u=y+b$. The numerator is

$$y(2-y)=-u^2+2(1+b)u-b(2+b).$$

Divide by $u^2$ and integrate from $b$ to $b+2$. The first term gives $-2$, the second gives $2(1+b)\ln(1+2/b)$, and the third gives $-b(2+b)\left[\frac1b-\frac1{b+2}\right]=-2$. Hence

$$J(b)=2(1+b)\ln\!\left(1+\frac2b\right)-4. \tag{12}$$

For $b\gg1$ the integral in (11) gives $J\simeq4/(3b^2)$. For $b\ll1$, $J$ grows logarithmically, because weak screening admits many small-angle collisions.

Insert (1) and (11) in (4):

$$\sigma(E)=\frac{g e^2v^2}{3}\,\frac{k^2}{2\pi^2\hbar v}\,\frac{k^2}{\pi n_iZ^2\alpha^2vJ}=\frac{g e^2k^4}{6\pi^3\hbar n_iZ^2\alpha^2J(b)}. \tag{13}$$

## 8. The density law

For $k_BT\ll E_F$ the current is carried at $k=k_F$, and (10) gives $q_s^2=(2g\alpha/\pi)k_F^2$. The parameter

$$b=\frac{g\alpha}{\pi}$$

is then independent of density: screening length and wavelength change together. With $n=gk_F^3/6\pi^2$,

$$\sigma=\frac{g e^2}{6\pi^3\hbar n_iZ^2\alpha^2J(g\alpha/\pi)}\left(\frac{6\pi^2n}{g}\right)^{4/3}. \tag{14}$$

Two of the four powers of $k_F$ come from the density of states and two from $\tau\propto k_F^2$. Faster carriers are not the reason, since $v$ is fixed.

The exponent $4/3$ requires fixed $n_i$. If the carriers come from donors and acceptors of densities $N_D$ and $N_A$, then $n=Z(N_D-N_A)$ and $n_i=N_D+N_A$. Changing the compensation can vary $n$ at fixed $n_i$. Without compensation $n=Zn_i$, and the factor $1/n_i$ turns (14) into $\sigma\propto n^{1/3}$.

## 9. The temperature law at neutrality

At $\mu=0$ set $x=E/k_BT$. Equation (10) gives

$$b=\frac{1}{2k^2}\,\frac{2g\alpha}{\pi}\,\frac{\pi^2(k_BT)^2}{3(\hbar v)^2}=\frac{\pi g\alpha}{3x^2}.$$

Temperature has disappeared from $b$. Putting (13) in the thermal average (4) yields

$$\sigma=\frac{g e^2}{6\pi^3\hbar n_iZ^2\alpha^2}\left(\frac{k_BT}{\hbar v}\right)^4I,\qquad I=\int_{-\infty}^{\infty}\frac{x^4\,dx}{4\cosh^2(x/2)\,J(\pi g\alpha/3x^2)}. \tag{15}$$

The number $I$ depends on $g\alpha$ alone, so $\sigma\propto T^4$ at fixed $n_i$ and $\alpha$. The integral converges at large $|x|$ through the exponential weight. For $x\to0$, $b$ is large and

$$\frac{x^4}{J}\to\frac34x^4b^2=\frac{\pi^2g^2\alpha^2}{12},$$

which is finite. Carriers with wavelengths much longer than the screening length see each charge as a short-range scatterer, and their $\sigma(E)$ becomes independent of energy, as in (6).

## 10. Limits of the Coulomb laws

A carrier passing a charge at distance $r$ feels an energy of order $Z\alpha\hbar v/r$ for a time $r/v$. The phase it gains is of order $Z\alpha$, so the Born approximation needs $Z\alpha\ll1$.

Random charges also make the local node energy vary. The screened potential in real space has magnitude $Z\alpha\hbar v\,e^{-q_sr}/r$, which gives the variance

$$\Gamma^2=n_i\int_0^\infty4\pi r^2dr\,\frac{(Z\alpha\hbar v)^2e^{-2q_sr}}{r^2}=\frac{2\pi n_iZ^2\alpha^2(\hbar v)^2}{q_s}. \tag{16}$$

The density law needs $\Gamma\ll E_F$, and the temperature law needs $\Gamma\ll k_BT$. When $\Gamma$ becomes comparable with these energies, electron and hole puddles form.

At neutrality there is a further restriction. Electrons and holes drift in opposite directions, so collisions between them relax the current even though they conserve momentum. In Born approximation their rate is of order $\alpha^2k_BT/\hbar$, because the squared interaction brings $\alpha^2$ and $k_BT$ is the only energy scale. The impurity rate at $k\sim k_BT/\hbar v$ is of order $n_iZ^2\alpha^2v(\hbar v/k_BT)^2$. Apart from $Z^2$, the number of nodes, numerical factors and logarithms, the ratio of impurity to carrier collisions is

$$\eta=n_i\left(\frac{\hbar v}{k_BT}\right)^3 .$$

The total conductivity follows (15) only if $\eta$ is large and phonon scattering, which is left out here, is negligible too. Yet $\Gamma\ll k_BT$, with $q_s=\sqrt{2\pi g\alpha/3}\,k_BT/\hbar v$, demands

$$\eta\ll\frac{\sqrt{2\pi g\alpha/3}}{2\pi Z^2\alpha^2}\propto\alpha^{-3/2}.$$

A window exists for sufficiently small $\alpha$. Since $\Gamma\propto\sqrt\eta$, it opens slowly: for $g=4$ and $\alpha=0.044$ the bound is 50, and $\Gamma<0.3\,k_BT$ already needs $\eta<4.5$; for $\alpha=0.2$ it needs $\eta<0.5$. Outside it, (15) is at most the impurity-limited part of the problem.

## 11. Worked example

Take round model parameters: $v=5\times10^5$ m/s, $g=4$, $\kappa=100$ and $Z=1$. They give $\hbar v=0.3291$ eV nm and $\alpha=0.0438$.

**Short-range disorder.** Let $n_i=10^{19}$ cm$^{-3}=0.01$ nm$^{-3}$, $u_0=1$ eV nm³ and $\Lambda=1$ nm$^{-1}$, so $W=0.01$ eV² nm³. At $E=20$ meV, equation (7) gives

$$\frac{E\tau}{\hbar}=\frac{3\pi(0.3291)^3}{0.01\times0.020}\simeq1680,$$

which corresponds to $\tau=55.3$ ps. At 40 meV the time is 13.8 ps, four times shorter. The conductivity is $1.68\times10^6$ S/m ($1.68\times10^4$ S/cm) at both energies. The parameters in (8) are at most 0.019 and 0.005. These numbers are Born values for constant $\tilde u$. For a spherical well of radius 1 nm ($|\lambda|=0.73$) or a Gaussian $\tilde u=u_0e^{-q^2/2\Lambda^2}$, the exact single-impurity rate at these two energies differs from (5) by between $-7\%$ and $+18\%$, depending on shape, sign and energy, and the ratio of the two times lies between 3.8 and 4.2. The example also needs nodes more than about 2 nm$^{-1}$ apart: for the Gaussian, scattering to a partner node is 0.75 of the intranode rate at a separation of 1 nm$^{-1}$ and 0.04 at 2 nm$^{-1}$.

**Charged impurities, doped.** Hold $n_i=10^{18}$ cm$^{-3}=10^{-3}$ nm$^{-3}$ while compensation changes $n$. Here $b=4(0.04375)/\pi=0.0557$ and $J=3.618$. At $n=10^{18}$ cm$^{-3}$,

$$k_F=\left(\frac{6\pi^2\times10^{-3}}{4}\right)^{1/3}=0.2455\ \text{nm}^{-1},\qquad E_F=80.8\ \text{meV}.$$

With the mean free path $\ell=v\tau$, equation (11) gives

$$k_F\ell=\frac{k_F^3}{\pi n_i\alpha^2J}=\frac{(0.2455)^3}{\pi(10^{-3})(0.04375)^2(3.618)}\simeq680 .$$

In the low-temperature limit $k_BT\ll E_F$ the conductivities are:

- $n=2.5\times10^{17}$ cm$^{-3}$: $4.33\times10^5$ S/m, with $\Gamma/E_F=0.10$.
- $n=5\times10^{17}$ cm$^{-3}$: $1.09\times10^6$ S/m, with $\Gamma/E_F=0.07$.
- $n=10^{18}$ cm$^{-3}$: $2.75\times10^6$ S/m ($2.75\times10^4$ S/cm), with $\Gamma/E_F=0.05$.

Each doubling of $n$ multiplies $\sigma$ by $2^{4/3}=2.52$. These are Born and Thomas-Fermi values, good to several percent within the model. Exact scattering from the screened charge raises the rate by 3.8% for donors and lowers it by 3.6% for acceptors. The $q$ dependence of the carrier polarization lowers $\sigma$ by about 6% here and 4% in the neutral case below. The logarithmic interband term, with $\kappa$ defined at a cutoff of 1 nm$^{-1}$, raises $\sigma$ by a similar amount and shifts the exponents to about 1.32 in $n$ and 3.97 in $T$.

**Charged impurities, neutral.** At 300 K, $k_BT/\hbar v=0.0786$ nm$^{-1}$ and $I=6.925$. Dividing (15) by the low-temperature value (14) removes the common prefactor:

$$\frac{\sigma(\text{neutral, }300\text{ K})}{\sigma(n=10^{18}\text{ cm}^{-3})}=\left(\frac{0.07855}{0.24554}\right)^4(6.925)(3.618)=0.262 .$$

This gives $7.21\times10^5$ S/m ($7.21\times10^3$ S/cm). At 400 K the value is $2.28\times10^6$ S/m, larger by $(4/3)^4=3.16$. The factor $x^4/\cosh^2(x/2)$ in (15) peaks near $|x|=4$, so much of this current is carried at 100 meV and above. Both values assume that the nodes remain linear and separate well beyond that energy, which a real Weyl semimetal may not satisfy. The doped values need the same up to $E_F$. The potential fluctuations are acceptable, with $\Gamma/k_BT=0.20$ and 0.13. However, $\eta$ is 2.1 and 0.87, which is not large. The order-of-magnitude estimate then gives no ground for neglecting carrier-carrier collisions, and phonons have been left out as well. The two neutral values are therefore impurity-limited model values and should not be read as the total conductivity.

**Numerical tests.** The collision equation was also solved as a matrix problem on the energy shell, with spinors obtained by diagonalization and no relaxation time assumed. It reproduced (5), (6) and (14), the ratio $3/2$ and the internode factor 3. Direct thermal integration, with screening from a numerical density derivative, reproduced (15). The fitted exponents are in the numerical output.

## Values computed for the example and the checks

```
velocity v = 5.00e+05 m/s; nodes g = 4; kappa = 100; Z = 1
hbar v = 0.32911 eV nm
coupling alpha = 0.04375 (dimensionless)
short-range: fitted exponent of tau in E = -2.000000
short-range: tau/tau_q = 1.500000
short-range: reduction by equal internode scattering = 3.000000
short-range: n_i = 1.00e+19 cm^-3; u0 = 1.0 eV nm^3
short-range: W = 0.0100 eV^2 nm^3; cutoff = 1.0 nm^-1
short-range: W cutoff/(2 pi^2 hbar^2 v^2) = 0.00468
short-range, E = 20 meV: tau = 55.2821 ps; E tau/hbar = 1679.8; k = 0.0608 nm^-1
   single-impurity Born parameter = 0.00935; solved sigma = 1.6784e+06 S/m
short-range, E = 40 meV: tau = 13.8205 ps; E tau/hbar = 839.9; k = 0.1215 nm^-1
   single-impurity Born parameter = 0.01871; solved sigma = 1.6784e+06 S/m
short-range: formula sigma = 1.6784e+06 S/m = 1.6784e+04 S/cm
Coulomb: n_i = 1.00e+18 cm^-3; b = 0.05571; J(b) = 3.61849
Coulomb: fitted exponent of sigma in n, fixed n_i = 1.333333
Coulomb: fitted exponent of sigma in n, n_i = n = 0.333333
n = 2.50e+17 cm^-3: kF = 0.15468 nm^-1; EF = 50.91 meV; q_s = 0.05163 nm^-1
   tau = 2.1989 ps; kF l = 170.1; Gamma/EF = 0.0987
   sigma = 4.3253e+05 S/m = 4.3253e+03 S/cm
n = 5.00e+17 cm^-3: kF = 0.19489 nm^-1; EF = 64.14 meV; q_s = 0.06505 nm^-1
   tau = 3.4906 ps; kF l = 340.1; Gamma/EF = 0.0698
   sigma = 1.0899e+06 S/m = 1.0899e+04 S/cm
n = 1.00e+18 cm^-3: kF = 0.24554 nm^-1; EF = 80.81 meV; q_s = 0.08196 nm^-1
   tau = 5.5409 ps; kF l = 680.3; Gamma/EF = 0.0493
   sigma = 2.7464e+06 S/m = 2.7464e+04 S/cm
Coulomb: sigma ratio when n doubles = 2.51984
neutral: thermal integral I = 6.92460
T = 300 K: kB T = 25.852 meV; kB T/(hbar v) = 0.07855 nm^-1; q_s = 0.04756 nm^-1
   thermal electrons = 1.7710e+17 cm^-3; n_i(hbar v/kB T)^3 = 2.063
   Gamma/(kB T) = 0.2025; sigma = 7.2077e+05 S/m = 7.2077e+03 S/cm
T = 400 K: kB T = 34.469 meV; kB T/(hbar v) = 0.10474 nm^-1; q_s = 0.06341 nm^-1
   thermal electrons = 4.1980e+17 cm^-3; n_i(hbar v/kB T)^3 = 0.870
   Gamma/(kB T) = 0.1315; sigma = 2.2780e+06 S/m = 2.2780e+04 S/cm
neutral: exponent of directly integrated sigma in T = 4.000000
neutral: sigma ratio, 400 K to 300 K = 3.16049
```
